# Isotope-mass dependence of the lattice constant, evaluated for germanium

## Problem

Crystals of one element built from different isotopes have slightly different lattice constants. Consider a cubic crystal at zero pressure in which every atom has the same mass $M$. Its static energy $E(V)$, with $V$ the volume of the primitive cell, is the electronic ground-state energy for nuclei at rest on their lattice sites. Treat the phonons in the quasi-harmonic approximation: at each volume they are independent harmonic oscillators, whose frequencies $\omega_i(V)$ depend on the volume.

**(a)** Find $d\ln a/d\ln M$ at temperature $T$, where $a$ is the lattice constant.

**(b)** Find how the zero-point expansion depends on $M$ at $T=0$, to first order in the strain.

**(c)** Find the leading behaviour of the isotope effect at high temperature, its first correction, and the temperature that separates the two regimes. Explain why the effect disappears in the classical limit although the zero-point energy does not.

**(d)** Evaluate the difference between the lattice constants of germanium with $M=70$ u and $M=76$ u. Use the following data, computed from the Tersoff potential for germanium at the minimum of $E(V)$, with $M=73$ u in the phonon sums:

- lattice constant $a_0=5.657$ Å;
- bulk modulus times cell volume $B_0V_0=21.40$ eV;
- $\sum_i\gamma_i\hbar\omega_i/2=97.25$ meV;
- $\sum_i\gamma_i(\hbar\omega_i)^2=6512$ meV².

Here $\gamma_i=-d\ln\omega_i/d\ln V$ is the Grüneisen parameter of mode $i$. Sums over $i$ run over the six branches of the two-atom cell and are averaged over the Brillouin zone, so they are quantities per cell. Judge how far first-order theory and the high-temperature law can be trusted.

## Solution

### The equilibrium condition

The Helmholtz free energy per cell is

$$F(V,T)=E(V)+\sum_i\left[\frac{\hbar\omega_i}{2}+kT\ln\left(1-e^{-\hbar\omega_i/kT}\right)\right].$$

Let $n_i=1/(e^{\hbar\omega_i/kT}-1)$. Differentiating the bracket with respect to $\omega_i$ gives

$$\frac{\hbar}{2}+kT\,\frac{\hbar}{kT}\,\frac{e^{-\hbar\omega_i/kT}}{1-e^{-\hbar\omega_i/kT}}=\hbar\left(n_i+\tfrac12\right).$$

The definition of $\gamma_i$ means $d\omega_i/dV=-\gamma_i\omega_i/V$. With the mean mode energy $\varepsilon_i=\hbar\omega_i(n_i+\tfrac12)$, the chain rule gives

$$\frac{\partial F}{\partial V}=E'(V)-\frac1V\sum_i\gamma_i\varepsilon_i .$$

The pressure is $-\partial F/\partial V$, so at zero pressure

$$V E'(V)=\sum_i\gamma_i\varepsilon_i. \tag{1}$$

A mode with $\gamma_i>0$ softens when the crystal expands. It therefore pushes the crystal outwards, in proportion to its energy, and the zero-point part of that energy pushes even at $T=0$.

For a small expansion, $E'(V)\approx E''(V_0)(V-V_0)$, where $V_0$ minimizes $E$. The static bulk modulus is $B_0=V_0E''(V_0)$, so the left side of (1) is $B_0(V-V_0)$ to first order. Since $V\propto a^3$, the linear strain is one third of the volume strain:

$$\frac{a-a_0}{a_0}=\frac{1}{3B_0V_0}\sum_i\gamma_i\varepsilon_i. \tag{2}$$

### (a) The mass derivative

In the Born–Oppenheimer approximation neither $E(V)$ nor the force constants contain the nuclear mass. For equal masses the dynamical matrix is the force-constant matrix divided by $M$, and its eigenvalues are $\omega_i^2$. Therefore

$$\omega_i(V,M)=M^{-1/2}f_i(V),\qquad \frac{\partial\ln\omega_i}{\partial\ln M}=-\frac12 ,$$

and $\gamma_i=-d\ln f_i/d\ln V$ does not depend on $M$ at fixed volume. The mass enters (1) through $\varepsilon_i$ alone:

$$\left.\frac{\partial\varepsilon_i}{\partial\ln M}\right|_{V,T}=-\frac12\,\omega_i\frac{\partial\varepsilon_i}{\partial\omega_i}. \tag{3}$$

The mode energy has the form $\varepsilon=T\varphi(\omega/T)$. Hence $\omega\,\partial\varepsilon/\partial\omega=\omega\varphi'$, while $T\,\partial\varepsilon/\partial T=T\varphi-\omega\varphi'$. Adding the two gives $\varepsilon$. With the mode heat capacity $c_i=\partial\varepsilon_i/\partial T$ at fixed volume,

$$\omega_i\frac{\partial\varepsilon_i}{\partial\omega_i}=\varepsilon_i-Tc_i. \tag{4}$$

The equilibrium volume satisfies $F_V(V,T,M)=0$, where subscripts denote partial derivatives. When $M$ changes at fixed $T$, this condition must continue to hold:

$$F_{VV}\frac{dV}{d\ln M}+\left.\frac{\partial F_V}{\partial\ln M}\right|_{V}=0 .$$

The isothermal bulk modulus is $B=VF_{VV}$. From (3) and (4),

$$\left.\frac{\partial F_V}{\partial\ln M}\right|_V=-\frac1V\sum_i\gamma_i\frac{\partial\varepsilon_i}{\partial\ln M}=+\frac{1}{2V}\sum_i\gamma_i(\varepsilon_i-Tc_i).$$

Thus $dV/d\ln M=-(1/2B)\sum_i\gamma_i(\varepsilon_i-Tc_i)$. Dividing by $V$, and by 3 for the linear strain, gives

$$\boxed{\frac{d\ln a}{d\ln M}=-\frac{1}{6BV}\sum_i\gamma_i\left(\varepsilon_i-Tc_i\right)} \tag{5}$$

No expansion in the strain was made. Within the quasi-harmonic approximation (5) is exact if $B$, $V$, $\gamma_i$ and $\omega_i$ are taken at the equilibrium volume for the given $T$ and $M$. Taking them at $V_0$, with $B$ replaced by the static $B_0$, gives the first-order result.

The temperature dependence of each term follows from

$$\frac{\partial}{\partial T}(\varepsilon_i-Tc_i)=c_i-c_i-T\frac{\partial c_i}{\partial T}=-T\frac{\partial c_i}{\partial T}\le0,$$

because the heat capacity of a harmonic oscillator grows with temperature. If all $\gamma_i$ are positive, the first-order isotope effect therefore falls steadily on heating. Modes with negative $\gamma_i$ act in the opposite direction. If they are the first to be thermally excited, the effect can initially grow.

### (b) Zero temperature

At $T=0$, $\varepsilon_i=\hbar\omega_i/2$, and (2) becomes

$$\frac{a-a_0}{a_0}=\frac{1}{3B_0V_0}\sum_i\gamma_i\frac{\hbar\omega_i}{2}\propto M^{-1/2}. \tag{6}$$

Lighter atoms have more zero-point energy, so for a positive sum the lighter crystal is larger. The logarithmic derivative is $-\tfrac12$ times the strain (6), in agreement with (5), since $Tc_i=0$.

The power law belongs to first order. At $T=0$ the mass enters (1) only through $\lambda=M^{-1/2}$, so the strain has an expansion $c_1\lambda+c_2\lambda^2+\dots$, and the second term varies as $1/M$.

### (c) High temperature

Let $x=\hbar\omega/kT$. The mode energy is $\varepsilon=kT\,(x/2)\coth(x/2)$. From $y\coth y=1+y^2/3-y^4/45+\dots$ with $y=x/2$,

$$\varepsilon=kT\left(1+\frac{x^2}{12}-\frac{x^4}{720}+\dots\right). \tag{7}$$

By (4), $\varepsilon-Tc=\omega\,\partial\varepsilon/\partial\omega$. At fixed $T$ this is $x\,\partial\varepsilon/\partial x$, so

$$\varepsilon-Tc=kT\left(\frac{x^2}{6}-\frac{x^4}{180}+\dots\right)=\frac{(\hbar\omega)^2}{6kT}\left(1-\frac{x^2}{30}+\dots\right). \tag{8}$$

The large term $kT$ has cancelled. Inserting the leading part of (8) into (5) gives

$$\boxed{\frac{d\ln a}{d\ln M}\to-\frac{1}{36\,BV\,kT}\sum_i\gamma_i(\hbar\omega_i)^2} \tag{9}$$

At fixed volume, and with the static $B_0$ in place of $B$, this is proportional to $1/(MT)$, because $\omega_i^2\propto1/M$. The mass-dependent part of the lattice constant thus changes from an $M^{-1/2}$ law at $T=0$ to a $1/M$ law at high temperature. The small coefficient $1/30$ in (8) makes the asymptote useful even when $kT$ is comparable with $\hbar\omega$.

What decays as $1/T$ is the difference between isotopes. The total expansion (2) tends to $kT\sum_i\gamma_i/(3B_0V_0)$, which grows with $T$ for a positive sum but contains no mass. The zero-point energy $\hbar\omega/2$ is still part of $\varepsilon$. It is cancelled by the thermal part, since at high temperature $\hbar\omega n=kT-\hbar\omega/2+(\hbar\omega)^2/(12kT)+\dots$.

The free energy shows the same thing. In the classical limit its vibrational part is

$$kT\sum_i\ln\frac{\hbar\omega_i}{kT}=kT\sum_i\ln\frac{\hbar f_i(V)}{kT}-\frac{kT}{2}\sum_i\ln M .$$

The last term does not depend on volume and exerts no pressure. The surviving isotope effect comes from the first quantum correction in (7).

The crossover temperature $T^*$ is where the asymptote (9) equals the zero-temperature value, both taken at $V_0$:

$$\frac{\sum_i\gamma_i(\hbar\omega_i)^2}{36B_0V_0kT^*}=\frac{\sum_i\gamma_i\hbar\omega_i}{12B_0V_0}
\quad\Rightarrow\quad
kT^*=\frac{\sum_i\gamma_i(\hbar\omega_i)^2}{3\sum_i\gamma_i\hbar\omega_i}. \tag{10}$$

The sum in (9) has a simple meaning. Since $\gamma_i\omega_i^2=-\tfrac12\,d\omega_i^2/d\ln V$, it needs only the volume derivative of $\sum_i\omega_i^2$, the trace of the dynamical matrix. Averaging over the Brillouin zone leaves the force constants of an atom with itself. The high-temperature effect therefore measures how fast the restoring force on one displaced atom, with all others held fixed, weakens as the crystal expands.

### (d) Germanium

**The model.** The Tersoff potential is a published empirical potential. It sums an exponential repulsion and an exponential attraction over bonds, and the strength of each attraction depends on the angles to neighbouring bonds. At the volumes used here, only nearest neighbours lie within its range. Its second derivatives give the phonons, and their change with volume gives the Grüneisen parameters. The diamond structure has no free internal coordinate, so the volume is the only structural variable.

**Zero temperature.** For $M=73$ u, equation (6) gives

$$\frac{a-a_0}{a_0}=\frac{0.09725\ \text{eV}}{3\times21.40\ \text{eV}}=1.515\times10^{-3},$$

which is a zero-point expansion of $0.0086$ Å. The logarithmic derivative is $-7.57\times10^{-4}$. Between 70 and 76 u, the $M^{-1/2}$ law gives

$$\frac{a_{70}-a_{76}}{a_0}=1.515\times10^{-3}\left(\sqrt{\frac{73}{70}}-\sqrt{\frac{73}{76}}\right)=1.515\times10^{-3}\times0.04114=6.23\times10^{-5}.$$

**Crossover.** Equation (10) gives

$$kT^*=\frac{6512\ \text{meV}^2}{3\times2\times97.25\ \text{meV}}=11.16\ \text{meV},\qquad T^*\approx130\ \text{K}.$$

**High temperature.** By the definition of $T^*$, the asymptotic derivative for 73 u is $-7.57\times10^{-4}\,T^*/T$. At 1000 K this is $-9.8\times10^{-5}$. Because the mass-dependent part now varies as $1/M$, the difference between the isotopes is

$$\frac{a_{70}-a_{76}}{a_0}=9.8\times10^{-5}\times73\left(\frac1{70}-\frac1{76}\right)=8.1\times10^{-6}.$$

**Comparison with the full minimum.** The numerical check minimizes $F$ numerically for each mass, without expanding in the strain. The table lists $(a_{70}-a_{76})/a_0$ in units of $10^{-6}$.

| $T$ (K) | minimum of $F$ | first order | $1/T$ law |
|---:|---:|---:|---:|
| 0 | 62.9 | 62.3 | – |
| 100 | 53.8 | 53.4 | 80.8 |
| 300 | 25.8 | 25.4 | 26.9 |
| 500 | 16.2 | 15.8 | 16.2 |
| 1000 | 8.5 | 8.0 | 8.1 |

In this model the lattice constant of the lighter crystal is larger by $3.6\times10^{-4}$ Å at 0 K and by $1.5\times10^{-4}$ Å at 300 K.

At $T=0$ the minimum of $F$ gives a difference 0.9% larger than first order. The mass exponent of the zero-point shift between 70 and 76 u is $-0.5023$ instead of $-0.5$. Both follow from the second-order term of part (b). With $r=c_2\lambda/c_1$, the exponent is approximately $-\tfrac12(1+r)$, so $r\approx0.0046$. The isotope difference involves the derivative $c_1+2c_2\lambda$ and is therefore increased by about $2r\approx0.9\%$.

At high temperature two deviations from the $1/T$ law compete. The correction $-x^2/30$ in (8) lowers the first-order value: the asymptote is 6% above it at 300 K and 0.6% above it at 1000 K. Beyond first order, expansion changes $V$, $\gamma_i$, $\omega_i$ and the static part of $B$ in (5), and the phonons add their own contribution to $B=VF_{VV}$. At 1000 K these parts pull in opposite directions. The static part of $BV$ falls, which raises the effect by a factor 1.098. The mode sum $\sum_i\gamma_i(\varepsilon_i-Tc_i)$ falls, a factor 0.951. The phonon part of $B$ contributes a factor 1.003. For 73 u at 1000 K, the derivative evaluated at the equilibrium volume with the isothermal $B$ is 4.7% larger in magnitude than the first-order value. The table divides by $a_0$ rather than by $a$, which adds the factor $a/a_0\approx1.009$ and brings the ratio of its first two columns to about 1.057. The agreement of the full result with the $1/T$ law at 500 K is a near-cancellation of these deviations. Between 700 and 1000 K the full difference falls as $T^{-0.93}$, and the first-order difference as $T^{-0.98}$.

The change to a $1/M$ law is also visible. Classical nuclei in the same model give $a=5.70724$ Å at 1000 K for every mass. The quantum results exceed this by $6.1\times10^{-4}$ Å for 70 u and $5.6\times10^{-4}$ Å for 76 u, and this excess varies as $M^{-0.997}$.

**Mixed isotopes.** For a crystal containing several isotopes, $M$ may be replaced by the mean mass to first order in the mass differences. All sites are equivalent when the masses are equal, so the linear response to each site's mass deviation is the same, and deviations that add to zero cancel. As a test, 70 u was placed on one sublattice and 76 u on the other. The sum $\sum_i\gamma_i\hbar\omega_i/2$ then exceeds its value for 73 u on every site by $7\times10^{-4}$ of that value. By the $M^{-1/2}$ law, this corresponds to a mean-mass error of about 0.1 u. A random arrangement was not computed.

**Reliability for real germanium.** These numbers are predictions of an empirical potential. It contains no explicit electrons and no long-range forces, and the treatment omits anharmonicity beyond the volume dependence of the frequencies. The Grüneisen parameters deserve particular caution. Differentiating (2) with respect to temperature gives the first-order expansion coefficient $\sum_i\gamma_ic_i/(3B_0V_0)$, which can be negative only if some $\gamma_i$ are negative. Real germanium contracts on heating in a range of low temperatures, roughly a few tens of kelvin, whereas all the Grüneisen parameters sampled in the model are positive, from about 0.2 to 1.6 on the mesh and up to 1.7 at the point L. The model therefore misses a feature of the low-frequency modes. Its transverse acoustic phonons at the zone-boundary point X, at 19.3 meV, also have about twice the measured energy. The wrong sign of $\gamma_i$ makes the contribution of these modes to $\sum_i\gamma_i\hbar\omega_i$ too large. The excess energy adds to this only because the model's $\gamma_i$ are positive. The two lowest branches supply about 7% of the sum in the model. Other errors point the same way. The optical phonon at the zone centre, 40.8 meV, lies about 10% above the measured value of about 37 meV. The linear expansion coefficient at 300 K, about $7.7\times10^{-6}$ K$^{-1}$, exceeds the measured value of about $5.8\times10^{-6}$ K$^{-1}$. The model therefore probably overestimates the isotope effect in real germanium, by an amount not determined here. The scaling laws do not depend on these values, provided the sums in (6) and (9) do not vanish.

## Computed values

```
static lattice constant a0 = 5.65675 angstrom
static energy per atom = -3.8506 eV
cell volume V = 45.2523 angstrom^3
static bulk modulus B = 75.76 GPa
B*V = 21.3992 eV per cell
masses: 70, 73 (reference), 76 u
optical phonon at zone centre = 40.798 meV
X-point phonon energies (meV): [19.31 19.31 31.24 31.24 34.8  34.8 ]
X-point Grueneisen parameters: [0.207 0.207 1.247 1.247 1.625 1.625]
Grueneisen range on mesh: 0.214 to 1.612
zero-point energy per cell = 82.143 meV
sum gamma*hw/2 per cell = 97.245 meV
zero-point-weighted mean gamma = 1.1839
share of three lowest branches = 0.2111
sum gamma*(hw)^2 per cell = 6511.70 meV^2
same from one displaced atom = 6511.83 meV^2
first-order zero-point strain da/a = 1.5148e-03
first-order zero-point shift of a = 0.00857 angstrom
first-order dlna/dlnM at T=0 = -7.5739e-04
first-order da/dM at T=0 = -5.869e-05 angstrom/u
crossover temperature T* = 129.5 K
dlna/dlnM at 73 u: T(K), from minima, exact formula, first order
      0 -7.6309e-04 -7.6306e-04 -7.5739e-04
    300 -3.1213e-04 -3.1210e-04 -3.0806e-04
   1000 -1.0218e-04 -1.0216e-04 -9.7546e-05
T(K), a(70), a(76) in angstrom; (a70-a76)/a0 in 1e-6:
  full minimum, first order, 1/T asymptote
      0 5.665538 5.665182   62.880   62.317      ---
     50 5.665592 5.665243   61.730   61.191  161.515
    100 5.666140 5.665835   53.845   53.401   80.758
    200 5.669046 5.668843   35.923   35.524   40.379
    300 5.673088 5.672942   25.766   25.361   26.919
    500 5.682310 5.682218   16.222   15.800   16.152
    700 5.692209 5.692142   11.843   11.407   11.537
   1000 5.707847 5.707799    8.487    8.031    8.076
a(70)-a(76) at 0 K = 3.557e-04 angstrom
a(70)-a(76) at 300 K = 1.458e-04 angstrom
mass exponent of zero-point shift, full = -0.5023
classical a at 1000 K = 5.707237 angstrom
mass exponent of quantum excess, 1000 K = -0.9973
T exponent 700-1000 K, first order = -0.9839
T exponent 700-1000 K, full = -0.9341
70/76 sublattices vs mean mass, relative = 7.02e-04
q-mesh 6 vs 8, relative change = -2.60e-06
```
